\section*{Piecewise linear energies and the dissociation error of symmetric radical cations}

\section{What symmetry fixes}

A radical cation $X_2^+$ is pulled apart into two equal fragments that share $2J+1$ electrons. One fragment $X$ would hold $J+1$ electrons, the other, $X^+$, would hold $J$. A state that keeps the inversion symmetry cannot choose between them, so each fragment carries $J+\tfrac12$ electrons on average.

Suppose an approximate functional gives a fragment with $N$ electrons the energy $\mathcal E(N)$, and energies of distant fragments add. The error of the symmetric state relative to the functional's own limit $X+X^+$ is then a linear combination
\begin{equation}
\delta=a\,\mathcal E(J)+b\,\mathcal E(J+\tfrac12)+c\,\mathcal E(J+1).
\end{equation}
Both states contain two fragments, so adding a constant to $\mathcal E$ cannot change $\delta$: $a+b+c=0$. Both contain the same number of electrons, so adding a multiple of $N-J$ cannot change it either: $\tfrac12 b+c=0$. Hence $a=c=-b/2$. The symmetric state has two half-integer fragments, so $b=2$, and
\begin{equation}
\delta=2\Delta,\qquad
\Delta=\mathcal E(J+\tfrac12)-\tfrac12\left[\mathcal E(J)+\mathcal E(J+1)\right].
\label{eq:main}
\end{equation}
The error is twice the deviation from a straight line at the half-integer. It remains to show that the exact energy is straight, and to find what sets $\Delta$ when it is not. Nuclei are fixed, relativity is neglected, and formulas are in Hartree atomic units.

\section{The simplest case: one electron, two centres}

Take $J=0$, with one electron on two distant protons. Let $a$ and $b$ be normalized orbitals on the two centres, with negligible overlap. Let $h$ be the kinetic energy plus the attraction to the orbital's own proton, and $U_s=\iint a^2(\mathbf r)a^2(\mathbf r')/|\mathbf r-\mathbf r'|$ its self-repulsion. The true energy is $h$, whether the electron sits in $a$ or in $(a+b)/\sqrt2$.

Now use a deliberately poor functional: the classical repulsion of the density, without exchange, at frozen orbitals. A fragment with $\omega$ electrons has
\begin{equation}
\mathcal E(\omega)=\omega h+\tfrac12\omega^2U_s ,
\end{equation}
a convex curve with curvature $U_s$. Equation~\eqref{eq:main} gives
\begin{equation}
2\Delta=2\left(\tfrac12h+\tfrac18U_s\right)-\left(h+\tfrac12U_s\right)=-\tfrac14U_s .
\end{equation}
Spreading the electron lowers its spurious self-repulsion.

At finite $R$ the density $\tfrac12(a^2+b^2)$ adds three terms: proton repulsion $1/R$; attraction of each half electron to the far proton, $2\times(-\tfrac1{2R})=-1/R$; and repulsion between the halves, $\tfrac12\cdot\tfrac12/R=1/(4R)$. Their sum is $1/(4R)$, the repulsion of two charges $+\tfrac12$. In the localized state a proton faces a neutral atom, and no $1/R$ term exists. So the symmetric state lies at $-U_s/4+1/(4R)$ relative to the functional's separated limit.

Exact exchange cancels the whole self-repulsion, both the $U_s$ part and the $1/(4R)$ part. Then $\mathcal E(\omega)=\omega h$ is straight and the error vanishes.

\section{The exact energy for many electrons}

\subsection{Definition and lower bound}

A noninteger electron number is an average. Let $\Gamma$ be a density matrix on Fock space, and define
\begin{equation}
E(N)=\min_{\Gamma}\operatorname{Tr}\Gamma H,\qquad \operatorname{Tr}\Gamma=1,\quad \operatorname{Tr}\Gamma\hat N=N .
\end{equation}
The exact ensemble density functional gives the same number: minimizing first over all $\Gamma$ with a given density and then over densities with integral $N$ is the same search in two stages.

Let $p_n$ be the weight of $\Gamma$ in the $n$-electron sector and $E_n$ the ground-state energy there, assumed to be attained for the integers used. Since $H$ conserves particle number, coherences between sectors do not enter the trace, and the variational principle in each sector gives
\begin{equation}
\operatorname{Tr}\Gamma H\ge\sum_n p_nE_n,\qquad \sum_n p_n=1,\quad \sum_n np_n=N .
\label{eq:weights}
\end{equation}
Mixing ground states with the weights $p_n$ gives equality. Thus $E(N)$ is the lowest weighted average of the $E_n$ at mean $N$, which is the lower convex hull of the points $(n,E_n)$. So far nothing has been assumed about their order.

\subsection{Convex integer energies}

Now assume $E_{n-1}+E_{n+1}\ge2E_n$ for every $n$: each further electron is bound no more strongly than the one before. This has no general proof for Coulomb systems and is a condition of the result. With $A_n=E_n-E_{n-1}$ it says that $A_n$ does not decrease with $n$. Let
\begin{equation}
L(n)=E_J+(n-J)A_{J+1}
\end{equation}
be the line through the points at $J$ and $J+1$. For $n>J+1$,
\begin{equation}
E_n=E_{J+1}+\sum_{k=J+2}^{n}A_k\ge E_{J+1}+(n-J-1)A_{J+1}=L(n),
\end{equation}
because every $A_k$ in the sum is at least $A_{J+1}$. For $n<J$,
\begin{equation}
E_n=E_J-\sum_{k=n+1}^{J}A_k\ge E_J-(J-n)A_{J+1}=L(n),
\end{equation}
because every $A_k$ is now at most $A_{J+1}$. Hence $E_n\ge L(n)$ for all $n$. Put this into \eqref{eq:weights} with $N=J+\omega$, $0\le\omega\le1$. Since $L$ is linear, $\sum_np_nL(n)=L(N)$, so $\operatorname{Tr}\Gamma H\ge L(J+\omega)$. The mixture of the two neighbouring ground states with weights $1-\omega$ and $\omega$ reaches the bound:
\begin{equation}
E(J+\omega)=(1-\omega)E_J+\omega E_{J+1}.
\label{eq:linear}
\end{equation}

\subsection{A check with interacting electrons}

A two-site Hubbard fragment has hopping energy $t$ and on-site repulsion $U=4t$. Diagonalization gives $E_0,\dots,E_4=0,\,-1,\,-0.828,\,3,\,8$ in units of $t$, a convex sequence. At $N=1.5$ the line gives $\tfrac12(-1-0.828)=-0.914$.

Two bounds test this without assuming the line. For any $\mu$, $\operatorname{Tr}\Gamma H=\mu N+\operatorname{Tr}\Gamma(H-\mu\hat N)$ is at least $\mu N$ plus the lowest eigenvalue of $H-\mu\hat N$. A thermal state with the right mean number is an admissible $\Gamma$ and bounds $E(N)$ from above. At a temperature of $0.001\,t$ the bounds are $-0.91456\,t$ and $-0.91421\,t$, and the line value lies between them within numerical tolerance.

With attraction, $U=-4t$, convexity fails: $E_0,E_1,E_2=0,\,-1,\,-4.828$. The hull at $N=1$ is $\tfrac12(0-4.828)=-2.414$, far below $E_1$. An equal mixture of empty and doubly filled fragments beats one electron, and \eqref{eq:linear} is false there, while the hull statement survives the same two-sided test.

\subsection{Half an electron in a pure state}

The ensemble is what one fragment of a larger pure state looks like. Put $2J+1$ electrons on two distant copies. For a division into $J-k$ and $J+1+k$ electrons, the bound $E_n\ge L(n)$ gives
\begin{equation}
E_{J-k}+E_{J+1+k}\ge L(J-k)+L(J+1+k)=2L(J+\tfrac12)=E_J+E_{J+1}.
\end{equation}
The best division is therefore $J$ and $J+1$. Assume that it is strictly the best and that the fragment ground states are unique once spin is fixed. The two arrangements are degenerate, and a weak symmetric link combines them into
\begin{equation}
|\Psi_\pm\rangle=\tfrac1{\sqrt2}\left(|J,J{+}1\rangle\pm|J{+}1,J\rangle\right).
\end{equation}
Tracing out the right fragment removes the cross terms, since its states with $J$ and $J+1$ electrons are orthogonal. The left fragment is left in an equal mixture, with $J+\tfrac12$ electrons on average. As the link vanishes the energy is $E_J+E_{J+1}=2E(J+\tfrac12)$, so the exact $\Delta$ is zero.

Two of the repulsive Hubbard fragments, joined by a hopping of $10^{-4}t$ and holding three electrons, show this: one fragment has one or two electrons with probability $0.500$ each, and the energy is $-1.8285\,t$ against $E_1+E_2=-1.8284\,t$.

\section{A curved approximate energy}

\subsection{From curvature to deviation}

Write $\mathcal E''(t)$ for the second derivative of $\mathcal E(J+t)$ with respect to $t$, and let
\begin{equation}
D(t)=\mathcal E(J+t)-(1-t)\mathcal E(J)-t\,\mathcal E(J+1).
\end{equation}
Then $D(0)=D(1)=0$, $D(\tfrac12)=\Delta$, and $D''=\mathcal E''$, because the line has no curvature. With $D'$ finite at the ends, integration by parts on each half gives
\begin{align}
\int_0^{1/2}tD''\,dt&=\tfrac12D'(\tfrac12)-\int_0^{1/2}D'\,dt=\tfrac12D'(\tfrac12)-\Delta,\\
\int_{1/2}^1(1-t)D''\,dt&=-\tfrac12D'(\tfrac12)+\int_{1/2}^1D'\,dt=-\tfrac12D'(\tfrac12)-\Delta .
\end{align}
In the sum the slopes cancel:
\begin{equation}
\Delta=-\tfrac12\int_0^1\min(t,1-t)\,\mathcal E''(t)\,dt .
\label{eq:kernel}
\end{equation}
Convex curvature makes $\Delta$ negative. For constant curvature $C$ the weight integrates to $\tfrac14$, so $\Delta=-C/8$ and the dissociation error is $-C/4$. With $C=U_s$ this is the one-electron result. Since the weight is largest at $t=\tfrac12$ and vanishes at the integers, curvature of the wrong sign near an end need not change the sign of $\Delta$.

\subsection{Which state is lowest}

Let the shared electron divide as $q$ and $1-q$. The energy is $g(q)=\mathcal E(J+q)+\mathcal E(J+1-q)$. The two arguments average to $J+\tfrac12$, so a convex $\mathcal E$ obeys
\begin{equation}
g(q)\ge2\,\mathcal E(J+\tfrac12)=g(\tfrac12).
\end{equation}
The symmetric state is then the minimum, and the error $2\Delta$ belongs to the functional's ground state. For a concave $\mathcal E$ the inequality is reversed: the symmetric state is too high, and a calculation free to break the symmetry can localize the charge and remove the error.

\subsection{Reading the deviation from eigenvalues}

Let $\omega$ be the occupation of the frontier spin orbital. At a self-consistent solution, a change of the orbitals at fixed occupations $f_i$ changes the energy by $\sum_if_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0$, because the orbitals stay normalized. What remains is the explicit dependence on $\omega$, which is the expectation value of the one-electron Hamiltonian. This is Janak's relation, $d\mathcal E/d\omega=\varepsilon(\omega)$. Writing $\Delta$ as half of $[\mathcal E(J+\tfrac12)-\mathcal E(J)]-[\mathcal E(J+1)-\mathcal E(J+\tfrac12)]$ gives
\begin{equation}
\Delta=\tfrac12\left[\int_0^{1/2}\varepsilon\,d\omega-\int_{1/2}^1\varepsilon\,d\omega\right].
\label{eq:janak}
\end{equation}
If $\varepsilon$ is linear with total rise $d=\varepsilon(1)-\varepsilon(0)$, the integrals are $\tfrac12\varepsilon(0)+\tfrac18d$ and $\tfrac12\varepsilon(0)+\tfrac38d$, so $\Delta=-d/8$. This end-point estimate needs just the cation and the atom.

\subsection{Finite distance, and Hartree--Fock}

If $X$ is neutral, each half of the symmetric ion has charge $+\tfrac12$. A semilocal functional has no exchange between distant fragments, so the classical repulsion remains:
\begin{equation}
\mathcal E_{X_2^+}(R)-\mathcal E(J)-\mathcal E(J+1)\simeq2\Delta+\frac1{4R}.
\label{eq:R}
\end{equation}
Orbital overlap and polarization are neglected.

In Hartree--Fock the shared orbital $(a+b)/\sqrt2$ gives the density matrix a part $\tfrac12a(\mathbf r)b(\mathbf r')$ linking the fragments. Filled pairs of even and odd core orbitals are equivalent to localized cores and give no such part. With both orderings of $\mathbf r$ and $\mathbf r'$, the exchange energy between fragments is $-\tfrac12\cdot2\cdot\tfrac14/R=-1/(4R)$, which cancels the repulsion in \eqref{eq:R}.

The sign of the Hartree--Fock $\Delta$ also follows. Hold the orbitals fixed, with one of them fractionally occupied. The term in $\omega^2$ is half its self-repulsion minus half its self-exchange, which is zero, so the energy is linear in $\omega$. Minimizing over orbitals takes the lowest of many straight lines at each $\omega$, and such an envelope is concave. Hence $\Delta\ge0$ for one fractional spin orbital.

\section{Sodium}

The sodium atom with $10+\omega$ electrons has one fractional spin orbital, $3s$, over a closed-shell core. The PBE functional in the def2-TZVP basis gives these deviations from the line and eigenvalues:
\begin{center}
\begin{tabular}{ccc}
$\omega$ & $D(\omega)$ (eV) & $\varepsilon_{3s}$ (eV)\\
0 & 0 & $-7.03$\\
0.0625 & $-0.124$ & $-7.31$\\
0.349 & $-0.514$ & $-6.06$\\
0.5 & $-0.570$ & $-5.37$\\
0.651 & $-0.521$ & $-4.66$\\
0.9375 & $-0.135$ & $-3.33$\\
1 & 0 & $-3.05$
\end{tabular}
\end{center}
For a straight curve $\varepsilon$ would stay at minus the ionization energy, $-5.34$ eV in PBE. Instead it rises by about 4 eV from cation to atom.

The rise is not monotonic. Near the cation $\varepsilon$ first falls, so PBE is concave there. A likely cause is exchange: where the $3s$ density dominates, local exchange scales as $-\omega^{4/3}$, whose second derivative, proportional to $-\omega^{-2/3}$, outweighs the constant Hartree curvature at small $\omega$. This was not isolated in the calculation and remains a conjecture for PBE. By \eqref{eq:kernel} the region has little weight. The even split is still the lowest of those sampled: $q=0.349$ gives $-0.514-0.521=-1.035$ eV relative to the integer fragments, and $q=\tfrac12$ gives $-1.140$ eV.

The deviation is $\Delta=-0.570$ eV from energies and $-0.571$ eV from the eigenvalue integral \eqref{eq:janak}. The end-point estimate is $-(-3.05+7.03)/8=-0.498$ eV, smaller in magnitude than the energy value $-0.570$ eV by about 13\% of the latter, because the curvature is not constant.

These digits belong to the def2-TZVP basis and are not converged with respect to it. In a large uncontracted basis (24 $s$ and 12 $p$ even-tempered Gaussians) $\Delta$ moves to $-0.587$ eV and $2\Delta$ to $-1.175$ eV, $\varepsilon_{3s}$ of the cation to $-7.26$ eV, the ionization energy to $5.36$ eV, and the end-point estimate to $-0.527$ eV, about 10\% short. The signs, the initial fall of $\varepsilon$ and the minimum at the even split are unchanged. The comparisons below use def2-TZVP throughout.

The predicted dissociation error is $2\Delta=-1.140$ eV ($-0.0419$ hartree). Separate calculations on $\mathrm{Na}_2^+$, with whole electrons and inversion symmetry kept, test \eqref{eq:R}:
\begin{align}
R=40\ \text{bohr}:&\quad -1.140+0.170=-0.970\ \text{eV},\quad\text{computed }-0.970\ \text{eV},\\
R=80\ \text{bohr}:&\quad -1.140+0.085=-1.055\ \text{eV},\quad\text{computed }-1.055\ \text{eV}.
\end{align}
The stretched ion is too low by about 1 eV relative to PBE's own $\mathrm{Na}+\mathrm{Na}^+$, and its energy rises as the fragments approach from far away, following the spurious repulsion.

Unrestricted Hartree--Fock behaves in the opposite way. Its eigenvalue falls slightly, from $-4.936$ to $-4.947$ eV, and $2\Delta=+0.0027$ eV; in the large basis both eigenvalues lie $0.011$ eV lower and $2\Delta$ is unchanged to the digits shown. At 40 bohr the computed ion lies at $+0.0017$ eV, with no trace of the $0.170$ eV repulsion. The remaining $-0.0010$ eV has the sign of the neglected polarization; that assignment is a conjecture, since its dependence on $R$ was not examined.

\section{What the half-integer deviation leaves out}

Relative to the true energy, the symmetric state has the error
\begin{equation}
2\Delta+\left[\mathcal E(J)-E_J\right]+\left[\mathcal E(J+1)-E_{J+1}\right].
\end{equation}
The brackets are errors for whole electrons, which $\Delta$ does not see. The small Hartree--Fock deviation therefore says nothing about the correlation energy missing from the atom and the ion. The sodium comparison is internal to each method and basis, not a comparison with experiment.

The fractional fragment must also have the spin density that the symmetric ion gives it. In sodium the choice is simple: one shared electron of definite spin lies over closed shells, so the fractional charge was placed in a single spin orbital. Even here the approximate $\mathcal E$ is not a function of electron number alone. PBE depends on the two spin densities separately, and dividing the half electron between the two spins gives a different energy. Where fragments have several degenerate open-shell states, the half-integer energy must likewise be computed for the mixture that actually occurs. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model: U = 4.0 t, temperature of bound = 0.001 t
Model, repulsive: E_0 = 0.00000 t
Model, repulsive: E_1 = -1.00000 t
Model, repulsive: E_2 = -0.82843 t
Model, repulsive: E_3 = 3.00000 t
Model, repulsive: E_4 = 8.00000 t
Model E(1.5): line -0.91421 t
Model E(1.5): lower bound -0.91456 t, upper -0.91421 t
Model, attractive: E_0, E_1, E_2 = 0.00000, -1.00000, -4.82843 t
Model, attractive: hull at N=1 = -2.41421 t
Two copies: link 1e-04 t, energy -1.82847 t
Two copies: E_1 + E_2 = -1.82843 t
Two copies: P(1), P(2) on left = 0.50000, 0.50000
Na, PBE/def2-TZVP: omega, deviation from line (eV), eps_3s (eV)
  0.00000     0.0000    -7.0263
  0.00072    -0.0012    -7.0761
  0.06250    -0.1239    -7.3113
  0.34928    -0.5142    -6.0595
  0.50000    -0.5702    -5.3658
  0.65072    -0.5209    -4.6632
  0.93750    -0.1346    -3.3315
  0.99928    -0.0016    -3.0499
  1.00000     0.0000    -3.0467
PBE ionization energy E(Na+)-E(Na) = 5.3421 eV
PBE slope dE/d omega at 0.5 = -5.3656 eV
PBE Delta from energies = -0.5702 eV
PBE Delta from eigenvalue integral = -0.5713 eV
PBE Delta from end eigenvalues only = -0.4975 eV
PBE 2*Delta = -1.1403 eV = -0.041907 hartree
PBE Na2+ R = 40 bohr: 1/(4R) = 0.1701 eV
  E(R)-E(Na)-E(Na+): computed -0.9704 eV, predicted -0.9703 eV
PBE Na2+ R = 80 bohr: 1/(4R) = 0.0850 eV
  E(R)-E(Na)-E(Na+): computed -1.0553 eV, predicted -1.0553 eV
HF eps_3s at omega = 0, 1: -4.9364, -4.9471 eV
HF Delta = 0.00133 eV, 2*Delta = 0.00266 eV
HF Na2+ R = 40 bohr: E(R)-E(Na)-E(Na+) = 0.00165 eV
\end{verbatim}
